# The s Character of a Threefold-Bonded Silicon Atom's Dangling Orbital: a numerical check

```python
# Result under test: a silicon atom with three equivalent back bonds, each pair
# enclosing the angle theta, has a dangling hybrid with s character
#     f = (1 + 2 cos(theta)) / (1 - cos(theta)) = 2 (height / lateral)**2,
# where height is the atom's height above the plane of its three neighbours and
# lateral is its in-plane distance to each. Each bond hybrid has s character
#     a = -cos(theta) / (1 - cos(theta)).
# The independent road uses real-space overlaps, root finding and null spaces.
# Hartree-Fock calculations then size what the hybrid model leaves out.
import numpy as np
from scipy.linalg import null_space
from scipy.optimize import brentq, fsolve
from pyscf import gto, scf
from pyscf.lo import iao


def dangling_formula(theta):
    return (1 + 2 * np.cos(theta)) / (1 - np.cos(theta))


def bond_formula(theta):
    return -np.cos(theta) / (1 - np.cos(theta))


def bond_directions(height, lateral):
    azimuth = 2 * np.pi * np.arange(3) / 3
    vectors = np.column_stack([lateral * np.cos(azimuth),
                               lateral * np.sin(azimuth),
                               -height * np.ones(3)])
    return vectors / np.linalg.norm(vectors, axis=1)[:, None]


def angle_between(first, second):
    return np.arccos(np.clip(first @ second, -1, 1))


# Real-space valence orbitals with different s and p radial functions (bohr).
x_rad, w_rad = np.polynomial.legendre.leggauss(80)
radius, w_rad = 15 * (x_rad + 1), 15 * w_rad
x_pol, w_pol = np.polynomial.legendre.leggauss(6)
phi = 2 * np.pi * np.arange(8) / 8
R, C, P = np.meshgrid(radius, x_pol, phi, indexing="ij")
weights = (w_rad[:, None, None] * w_pol[None, :, None]
           * (2 * np.pi / 8) * R**2).ravel()


def slater_radial(r, exponent):
    return (2 * exponent)**3.5 / np.sqrt(720) * r**2 * np.exp(-exponent * r)


sine = np.sqrt(1 - C**2)
s_part = slater_radial(R, 1.6) / np.sqrt(4 * np.pi)
p_part = slater_radial(R, 1.4) * np.sqrt(3 / (4 * np.pi))
orbitals = np.array([s_part.ravel(), (p_part * sine * np.cos(P)).ravel(),
                     (p_part * sine * np.sin(P)).ravel(),
                     (p_part * C).ravel()])
overlap_basis = (orbitals * weights) @ orbitals.T
assert np.allclose(overlap_basis, np.eye(4), atol=1e-8)


def hybrid_coefficients(s_share, directions):
    return np.column_stack([np.sqrt(s_share) * np.ones(3),
                            np.sqrt(1 - s_share) * directions])


def hybrid_overlap(s_share, directions):
    values = hybrid_coefficients(s_share, directions) @ orbitals
    return np.sum(weights * values[0] * values[1])


def numerical_hybrids(directions):
    """Return bond s share and the normalized dangling coefficients."""
    share = brentq(hybrid_overlap, 0, 1, args=(directions,), xtol=1e-14)
    values = hybrid_coefficients(share, directions) @ orbitals
    kernel = null_space((values * weights) @ orbitals.T)
    assert kernel.shape == (4, 1)
    return share, kernel[:, 0]


# Formulas against the real-space construction over the allowed range.
largest_error = 0.0
for ratio in [0.0, 0.1, 0.25, 1 / np.sqrt(8), 0.5, 0.65]:
    directions = bond_directions(ratio, 1.0)
    theta = angle_between(directions[0], directions[1])
    share, dangling = numerical_hybrids(directions)
    errors = [share - bond_formula(theta),
              dangling[0]**2 - dangling_formula(theta),
              dangling[0]**2 - 2 * ratio**2]
    largest_error = max(largest_error, np.max(np.abs(errors)))
    if ratio > 0:
        p_vector = dangling[1:] * np.sign(dangling[0])
        away = -directions.sum(axis=0)
        cosine = p_vector @ away / np.linalg.norm(p_vector) / np.linalg.norm(away)
        assert abs(cosine - 1) < 1e-7
assert largest_error < 1e-7

# Limits, and absence of a real solution below ninety degrees.
planar_share = numerical_hybrids(bond_directions(0, 1))[1][0]**2
near_right = numerical_hybrids(bond_directions(1 / np.sqrt(2) - 1e-6, 1))[1][0]**2
assert planar_share < 1e-10 and abs(near_right - 1) < 1e-5
sharp = bond_directions(0.75, 1)
assert angle_between(sharp[0], sharp[1]) < np.pi / 2
assert min(hybrid_overlap(a, sharp) for a in np.linspace(0, 1, 101)) > 0
# Three equal angles above 120 degrees would need a negative squared length.
too_wide = np.cos(np.radians(121))
gram = np.full((3, 3), too_wide) + (1 - too_wide) * np.eye(3)
assert np.linalg.eigvalsh(gram)[0] < 0

# Sensitivity from finite differences of the numerical construction.
samples = []
for ratio in [1 / np.sqrt(8) - 1e-4, 1 / np.sqrt(8) + 1e-4]:
    directions = bond_directions(ratio, 1)
    samples.append((angle_between(directions[0], directions[1]),
                    numerical_hybrids(directions)[1][0]**2))
slope_numeric = (samples[1][1] - samples[0][1]) / (samples[1][0] - samples[0][0])
theta_tet = np.arccos(-1 / 3)
slope = -3 * np.sin(theta_tet) / (1 - np.cos(theta_tet))**2
assert abs(slope_numeric - slope) < 1e-5


def unpaired_orbital(atoms, basis):
    """ROHF unpaired orbital: s/(s+p) and total s+p weight on atom zero."""
    mol = gto.M(atom=atoms, basis=basis, spin=1, unit="Angstrom", verbose=0)
    mf = scf.ROHF(mol)
    mf.conv_tol = 1e-9
    mf.kernel()
    if not mf.converged:
        mf = mf.newton()
        mf.kernel()
    assert mf.converged
    overlap = mol.intor("int1e_ovlp")
    local = iao.iao(mol, mf.mo_coeff[:, mf.mo_occ > 0])
    values, vectors = np.linalg.eigh(local.T @ overlap @ local)
    local = local @ (vectors / np.sqrt(values)) @ vectors.T
    single = mf.mo_coeff[:, mf.mo_occ == 1]
    assert single.shape[1] == 1
    population = (local.T @ overlap @ single[:, 0])**2
    assert abs(population.sum() - 1) < 1e-6
    labels = iao.reference_mol(mol).ao_labels(fmt=None)
    s_weight = sum(w for w, q in zip(population, labels)
                   if q[0] == 0 and "s" in q[2])
    p_weight = sum(w for w, q in zip(population, labels)
                   if q[0] == 0 and "p" in q[2])
    return s_weight / (s_weight + p_weight), s_weight + p_weight


def silyl_atoms(ratio, bond_nm):
    hydrogens = 10 * bond_nm * bond_directions(ratio, 1)
    return [("Si", (0., 0., 0.))] + [("H", tuple(v)) for v in hydrogens]


def surface_cluster(height, lateral, ideal_height, hydrogen_bond):
    """Move the central atom; keep neighbours and their hydrogen caps fixed."""
    atoms = [("Si", (0., 0., 10 * height))]
    for azimuth in 2 * np.pi * np.arange(3) / 3:
        place = lateral * np.array([np.cos(azimuth), np.sin(azimuth), 0])
        atoms.append(("Si", tuple(10 * place)))
        caps = [np.array([0., 0., -1.])]
        for turn in [-np.pi / 3, np.pi / 3]:
            cap = np.array([lateral * np.cos(azimuth + turn),
                            lateral * np.sin(azimuth + turn), ideal_height])
            caps.append(cap / np.linalg.norm(cap))
        for cap in caps:
            atoms.append(("H", tuple(10 * (place + hydrogen_bond * cap))))
    return atoms


lateral_nm = 0.222          # rough Si(111) neighbour distance in the plane
hydrogen_nm = 0.148         # rough Si-H bond length
ideal_nm = lateral_nm / np.sqrt(8)
print("Hybrid model")
print(f"largest formula error in s character: {largest_error:.1e}")
print(f"planar s character, numerical: {planar_share:.6f}")
print(f"s character just above 90 deg, numerical: {near_right:.6f}")
print(f"tetrahedral angle: {np.degrees(theta_tet):.2f} deg")
print(f"slope at tetrahedral angle: {slope * np.pi / 180:.5f} per deg")
print("Surface example; cluster is Si4H9, ROHF/6-31G")
print(f"lateral neighbour distance: {lateral_nm:.3f} nm")
print(f"Si-H length in clusters: {hydrogen_nm:.3f} nm")
cluster_shares = []
for name, height in [("lowered", 0.060), ("ideal", ideal_nm), ("raised", 0.095)]:
    directions = bond_directions(height, lateral_nm)
    theta = angle_between(directions[0], directions[1])
    share, dangling = numerical_hybrids(directions)
    assert abs(dangling[0]**2 - dangling_formula(theta)) < 1e-7
    computed, weight = unpaired_orbital(
        surface_cluster(height, lateral_nm, ideal_nm, hydrogen_nm), "6-31g")
    cluster_shares.append(computed)
    print(f"{name}: height {height:.4f} nm, bond "
          f"{np.hypot(height, lateral_nm):.4f} nm, angle {np.degrees(theta):.2f} deg")
    print(f"  model s character: bond {share:.4f}, dangling {dangling[0]**2:.4f}")
    print(f"  cluster s/(s+p) {computed:.4f}, central-atom weight {weight:.4f}")
assert cluster_shares[0] < cluster_shares[1] < cluster_shares[2]

print("SiH3 radical, ROHF/6-31G, fixed Si-H length")
radical_shares = []
for ratio in [0, 1 / np.sqrt(8), 0.5, 1 / np.sqrt(2)]:
    directions = bond_directions(ratio, 1)
    theta = angle_between(directions[0], directions[1])
    computed, weight = unpaired_orbital(silyl_atoms(ratio, hydrogen_nm), "6-31g")
    radical_shares.append(computed)
    print(f"angle {np.degrees(theta):.2f} deg: model {abs(dangling_formula(theta)):.4f}, "
          f"computed s/(s+p) {computed:.4f}, Si weight {weight:.4f}")
assert radical_shares[0] < 1e-6
assert np.all(np.diff(radical_shares) > 0)
with_d, weight_d = unpaired_orbital(
    silyl_atoms(1 / np.sqrt(8), hydrogen_nm), "6-31g*")
print(f"tetrahedral SiH3 with d functions (6-31G*): s/(s+p) {with_d:.4f}")

# Unequal angles: displace the ideal surface atom sideways toward one neighbour.
sideways_nm = 0.010
azimuths = 2 * np.pi * np.arange(3) / 3
uneven = np.column_stack([lateral_nm * np.cos(azimuths) - sideways_nm,
                          lateral_nm * np.sin(azimuths), -ideal_nm * np.ones(3)])
uneven /= np.linalg.norm(uneven, axis=1)[:, None]


def uneven_hybrids(mixing):
    return np.column_stack([np.cos(mixing), np.sin(mixing)[:, None] * uneven])


def uneven_overlaps(mixing):
    matrix = uneven_hybrids(mixing)
    return (matrix @ matrix.T)[np.triu_indices(3, 1)]


mixing = fsolve(uneven_overlaps, np.full(3, np.pi / 3), xtol=1e-12)
assert np.max(np.abs(uneven_overlaps(mixing))) < 1e-9
uneven_share = null_space(uneven_hybrids(mixing))[0, 0]**2
pair_angles = np.array([angle_between(uneven[i], uneven[j])
                        for i, j in [(0, 1), (0, 2), (1, 2)]])
print("Other neglected effects at the ideal height")
print(f"sideways displacement: {sideways_nm:.3f} nm")
print("unequal angles: " + ", ".join(f"{np.degrees(t):.2f}" for t in pair_angles)
      + " deg")
print(f"s character with unequal angles: {uneven_share:.4f}")
print(f"formula at their mean angle: {dangling_formula(pair_angles.mean()):.4f}")

# Gaussian average over a rough room-temperature vertical displacement.
thermal_nm = 0.008
nodes, node_weights = np.polynomial.hermite.hermgauss(12)
thermal_share = 0.0
for node, node_weight in zip(nodes, node_weights):
    moved = bond_directions(ideal_nm + np.sqrt(2) * thermal_nm * node, lateral_nm)
    moved_angle = angle_between(moved[0], moved[1])
    thermal_share += node_weight * dangling_formula(moved_angle) / np.sqrt(np.pi)
print(f"rough rms vertical motion: {thermal_nm:.3f} nm")
print(f"thermally averaged model s character: {thermal_share:.4f}")
print("finished without a failed check")
```

Output:

```
Hybrid model
largest formula error in s character: 6.7e-16
planar s character, numerical: 0.000000
s character just above 90 deg, numerical: 0.999997
tetrahedral angle: 109.47 deg
slope at tetrahedral angle: -0.02777 per deg
Surface example; cluster is Si4H9, ROHF/6-31G
lateral neighbour distance: 0.222 nm
Si-H length in clusters: 0.148 nm
lowered: height 0.0600 nm, bond 0.2300 nm, angle 113.45 deg
  model s character: bond 0.2846, dangling 0.1461
  cluster s/(s+p) 0.0770, central-atom weight 0.9169
ideal: height 0.0785 nm, bond 0.2355 nm, angle 109.47 deg
  model s character: bond 0.2500, dangling 0.2500
  cluster s/(s+p) 0.1246, central-atom weight 0.9161
raised: height 0.0950 nm, bond 0.2415 nm, angle 105.54 deg
  model s character: bond 0.2113, dangling 0.3662
  cluster s/(s+p) 0.1629, central-atom weight 0.9100
SiH3 radical, ROHF/6-31G, fixed Si-H length
angle 120.00 deg: model 0.0000, computed s/(s+p) 0.0000, Si weight 1.0000
angle 109.47 deg: model 0.2500, computed s/(s+p) 0.1512, Si weight 0.9673
angle 101.54 deg: model 0.5000, computed s/(s+p) 0.1998, Si weight 0.9620
angle 90.00 deg: model 1.0000, computed s/(s+p) 0.2543, Si weight 0.9609
tetrahedral SiH3 with d functions (6-31G*): s/(s+p) 0.1657
Other neglected effects at the ideal height
sideways displacement: 0.010 nm
unequal angles: 111.02, 111.02, 106.25 deg
s character with unequal angles: 0.2477
formula at their mean angle: 0.2511
rough rms vertical motion: 0.008 nm
thermally averaged model s character: 0.2526
finished without a failed check
```
